**H⁻ in restricted and unrestricted Hartree–Fock theory**

The program tests that the RHF energy of H⁻ lies above the hydrogen energy of −1/2 hartree although its orbital energy ε is negative, and that unrestricted s orbitals approach −1/2 as one electron escapes. Here u and v are r times the radial orbitals, w² is the probability density of the smaller of the two radii, h is the one-electron Hamiltonian, and J and K are Coulomb and exchange integrals. The assertions compare the RHF energy and ε in Slater functions with a separate Gaussian-basis calculation, and the closed Coulomb integral with quadrature. They also check the inequality between the kinetic energies of w and of the pair for three orbital pairs, and the second-order energy change at the RHF solution against a direct energy difference. The output gives an RHF energy of −0.48793 hartree and ε = −0.04622 hartree. In three increasingly diffuse bases the unrestricted energy falls to 4.2 × 10⁻⁶ hartree above −1/2, while the mean radius of the outer electron grows to about 505 bohr. A symmetrized product of two exponentials reaches −0.5133 hartree, which shows that the lower bound for a single product does not apply to correlated functions.

## Numerical check

```python
# H- in Hartree-Fock theory, Hartree atomic units, s orbitals only.
# Result under test: the RHF minimum (about -0.4879) has a negative orbital
# energy but lies above the hydrogen atom (-1/2); with different orbitals a, b
# for the two spins, E[a,b] > -1/2 always, and the infimum -1/2 is approached
# only while one electron moves off to infinity.
# Symbols: u, v = r times radial orbitals (unit norm); w^2 = density of the
# smaller of the two radii; zeta = Slater exponent; h = one-electron
# Hamiltonian; J, K = Coulomb and exchange integrals; eps = orbital energy.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import gammainc, gammaincc
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]


class SlaterBasis:
    """Normalized functions u_i = 2 zeta^(3/2) r exp(-zeta r)."""

    def __init__(self, zetas):
        z = np.array(zetas, dtype=float)
        self.z = z
        p = z[:, None] + z[None, :]
        self.p = p
        self.S = (2 * np.sqrt(np.outer(z, z)) / p) ** 3
        self.T = 0.5 * np.outer(z, z) * self.S
        self.V = -0.5 * p * self.S
        self.R = 3 / p * self.S
        self.h = self.T + self.V
        P, Q = p[:, :, None, None], p[None, None, :, :]
        self.eri = (self.S[:, :, None, None] * self.S[None, None, :, :]
                    * P * Q * (P**2 + 3 * P * Q + Q**2) / (2 * (P + Q)**3))

    def coulomb(self, c):
        return np.einsum("ijkl,kl->ij", self.eri, np.outer(c, c))

    def energy(self, a, b):
        return a @ self.h @ a + b @ self.h @ b + a @ self.coulomb(b) @ a

    def normalize(self, c):
        return c / np.sqrt(c @ self.S @ c)


def lowest(F, S):
    e, C = eigh(F, S)
    return e[0], C[:, 0]


def solve_rhf(B):
    _, c = lowest(B.h + 0.7 * B.coulomb(np.eye(len(B.z))[np.argmin(abs(B.z - 1))]), B.S)
    D = np.outer(c, c)
    for _ in range(500):
        F = B.h + np.einsum("ijkl,kl->ij", B.eri, D)
        eps, c = lowest(F, B.S)
        D = 0.65 * D + 0.35 * np.outer(c, c)
    eps_check, c_check = lowest(B.h + B.coulomb(c), B.S)
    assert abs(eps_check - eps) < 1e-7
    assert abs(abs(c_check @ B.S @ c) - 1) < 1e-8
    return eps, c


def ladder(kmin):
    return SlaterBasis(1.6 ** np.arange(kmin, 6))


# Angular average of 1/r12 and the closed Coulomb integral, by quadrature
r1, r2 = 0.7, 1.9
avg = quad(lambda x: 0.5 / np.sqrt(r1**2 + r2**2 - 2 * r1 * r2 * x), -1, 1)[0]
assert abs(avg - 1 / max(r1, r2)) < 1e-10
pair = SlaterBasis([1.0, 0.3])
pa, pb = 2.0, 0.6
J_quad = quad(lambda r: pa**3 / 2 * r**2 * np.exp(-pa * r)
              * (gammainc(3, pb * r) / r + pb / 2 * gammaincc(2, pb * r)),
              0, 60, epsabs=1e-12, limit=200)[0]
assert abs(J_quad - pair.eri[0, 0, 1, 1]) < 1e-9

# RHF in Slater functions, checked in an unrelated Gaussian basis
B = ladder(-8)
eps, phi = solve_rhf(B)
E_rhf = B.energy(phi, phi)
h_phi = phi @ B.h @ phi
T_rhf = 2 * phi @ B.T @ phi
mol = gto.M(atom="H 0 0 0", charge=-1, spin=0, verbose=0,
            basis={"H": [[0, [float(2.0**k), 1.0]] for k in range(-8, 17)]})
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.max_cycle = 200
E_gauss = mf.kernel()
assert mf.converged
assert abs(E_gauss - E_rhf) < 3e-6
assert abs(mf.mo_energy[0] - eps) < 2e-5
assert abs(E_rhf + T_rhf) < 1e-4
assert eps < 0 and E_rhf > -0.5
relaxation = h_phi + 0.5
assert relaxation > -eps
grid_phi = np.linspace(0.0, 25, 500)
phi_values = (2 * B.z**1.5 * np.exp(-np.outer(grid_phi, B.z))) @ phi
assert np.all(phi_values * np.sign(phi_values[0]) > 0)
print(f"RHF energy, Slater basis: {E_rhf:.6f} hartree = {E_rhf*EV:.4f} eV")
print(f"RHF energy, Gaussian basis: {E_gauss:.6f} hartree")
print(f"RHF orbital energy: {eps:.5f} hartree = {eps*EV:.3f} eV")
print(f"RHF one-electron energy h of the orbital: {h_phi:.5f} hartree")
print(f"RHF Coulomb integral J: {phi @ B.coulomb(phi) @ phi:.5f} hartree")
print(f"relaxation energy of remaining electron: {relaxation:.5f} hartree")
print(f"RHF energy above hydrogen atom: {E_rhf+0.5:.5f} hartree"
      f" = {(E_rhf+0.5)*EV:.3f} eV")
print(f"RHF virial ratio -V/T: {(T_rhf-E_rhf)/T_rhf:.5f}")
print(f"RHF mean radius: {phi @ B.R @ phi:.4f} bohr")


def smaller_radius(basis, a, b):
    """Kinetic and nuclear energy of w, from w on a grid."""
    r = 60 * np.linspace(0, 1, 20001)[1:]**3
    f = 2 * basis.z**1.5 * r[:, None] * np.exp(-np.outer(r, basis.z))
    u, v = f @ a, f @ b
    U, V = np.zeros_like(r), np.zeros_like(r)
    for i in range(len(basis.z)):
        for j in range(len(basis.z)):
            g = basis.S[i, j] * gammaincc(3, basis.p[i, j] * r)
            U += a[i] * a[j] * g
            V += b[i] * b[j] * g
    w = np.sqrt(np.maximum(u**2 * V + v**2 * U, 0))
    assert abs(simpson(w**2, x=r) - 1) < 1e-4
    return (0.5 * simpson(np.gradient(w, r)**2, x=r),
            -simpson(w**2 / r, x=r))


# Smaller-radius bound for the RHF pair, a split pair and a pair with a node
one, two = np.eye(2)
node = pair.normalize(np.array([1.0, -1.4]))
cases = [("RHF pair", B, phi, phi), ("exponents 1 and 0.3", pair, one, two),
         ("1s and noded orbital", pair, one, node)]
for name, basis, a, b in cases:
    Tw, Vw = smaller_radius(basis, a, b)
    Tab = a @ basis.T @ a + b @ basis.T @ b
    E = basis.energy(a, b)
    assert abs(E - Tab - Vw) < 2e-4
    assert Tw < Tab
    assert E > Tw + Vw > -0.5 - 1e-4
    print(f"{name}: kinetic energy of pair {Tab:.4f}, of w {Tw:.4f} hartree")
    print(f"{name}: E {E:.4f}, hydrogen energy of w {Tw+Vw:.4f} hartree")

# Upper bound: hydrogen 1s plus a diffuse exponential
for beta in (0.1, 0.01):
    Q = SlaterBasis([1.0, beta])
    excess = Q.energy(one, two) + 0.5
    formula = beta**2 / 2 - beta**3 * (2 + beta) / (1 + beta)**3
    assert abs(excess - formula) < 1e-12
    print(f"trial exponents 1 and {beta}: E + 1/2 = {excess:.4e} hartree")

# Spin-symmetry-breaking instability of the RHF solution
F = B.h + B.coulomb(phi)
levels, C = eigh(F, B.S)
K = np.einsum("ikjl,k,l->ij", B.eri, phi, phi)
C1 = C[:, 1:]
curv, modes = np.linalg.eigh(C1.T @ (F - eps * B.S - 2 * K) @ C1)
chi = C1 @ modes[:, 0]
theta = 3e-3
a = phi * np.cos(theta) + chi * np.sin(theta)
b = phi * np.cos(theta) - chi * np.sin(theta)
numeric = (B.energy(a, b) - E_rhf) / theta**2
assert curv[0] < 0
assert abs(numeric - 2 * curv[0]) < 0.05 * abs(curv[0])
print(f"lowest eigenvalue of F - eps - 2K: {curv[0]:.5f} hartree")
print(f"energy change / theta^2, direct: {numeric:.5f} hartree")

# Unrestricted descent from a slightly perturbed RHF orbital: each orbital in
# turn is minimized exactly in the field of the other, so E never rises
excesses, outer_radii = [], []
for kmin in (-5, -8, -11):
    G = ladder(kmin)
    _, start = solve_rhf(G)
    start = start * np.sign(start @ G.S[:, -kmin])
    a = start.copy()
    a[-kmin] += 0.05
    a = G.normalize(a)
    E_old = 0.0
    for _ in range(1000):
        eb, b = lowest(G.h + G.coulomb(a), G.S)
        ea, a = lowest(G.h + G.coulomb(b), G.S)
        E_last, E_old = E_old, G.energy(a, b)
    assert abs(E_old - E_last) < 1e-8
    ra, rb = a @ G.R @ a, b @ G.R @ b
    excesses.append(E_old + 0.5)
    outer_radii.append(rb)
    print(f"UHF, smallest exponent {G.z[0]:.5f} 1/bohr: "
          f"E + 1/2 = {E_old+0.5:.3e} hartree")
    print(f"   mean radii: inner {ra:.4f}, outer {rb:.2f} bohr")
assert excesses[0] > excesses[1] > excesses[2] > 0
assert excesses[2] < 1e-4
assert outer_radii[1] > 2 * outer_radii[0]
assert outer_radii[2] > 2 * outer_radii[1]
assert abs(ra - 1.5) < 1e-2

# A second electron in the field of an unrelaxed hydrogen atom is not bound
hydrogen = np.eye(len(G.z))[11]
static_level, _ = lowest(G.h + G.coulomb(hydrogen), G.S)
assert static_level > 0
print(f"lowest level in frozen hydrogen field: {static_level:.3e} hartree")


# Symmetrized product: correlation between the radii evades the bound
def symmetrized(logs):
    Q = SlaterBasis(np.exp(logs))
    s = Q.S[0, 1]
    return (Q.h[0, 0] + Q.h[1, 1] + 2 * s * Q.h[0, 1]
            + Q.eri[0, 0, 1, 1] + Q.eri[0, 1, 0, 1]) / (1 + s**2)


opt = minimize(symmetrized, np.log([1.1, 0.4]), method="Nelder-Mead",
               options={"xatol": 1e-8, "fatol": 1e-12})
za, zb = np.exp(opt.x)
s = SlaterBasis([za, zb]).S[0, 1]
du_v = quad(lambda r: 4 * (za * zb)**1.5 * (1 - za * r) * r
            * np.exp(-(za + zb) * r), 0, 80, limit=200)[0]
cross = du_v**2 / (1 + s**2)
assert opt.fun < -0.5
assert opt.fun > -0.5 - cross
print(f"symmetrized product exponents: {za:.4f}, {zb:.4f} 1/bohr")
print(f"symmetrized product energy: {opt.fun:.5f} hartree")
print(f"its cross term C: {cross:.5f} hartree")
print(f"its lower bound -1/2 - C: {-0.5-cross:.5f} hartree")
print("no test failed")
```

Output:

```
RHF energy, Slater basis: -0.487930 hartree = -13.2772 eV
RHF energy, Gaussian basis: -0.487930 hartree
RHF orbital energy: -0.04622 hartree = -1.258 eV
RHF one-electron energy h of the orbital: -0.44171 hartree
RHF Coulomb integral J: 0.39548 hartree
relaxation energy of remaining electron: 0.05829 hartree
RHF energy above hydrogen atom: 0.01207 hartree = 0.328 eV
RHF virial ratio -V/T: 2.00000
RHF mean radius: 2.5040 bohr
RHF pair: kinetic energy of pair 0.4879, of w 0.4774 hartree
RHF pair: E -0.4879, hydrogen energy of w -0.4984 hartree
exponents 1 and 0.3: kinetic energy of pair 0.5450, of w 0.5293 hartree
exponents 1 and 0.3: E -0.4833, hydrogen energy of w -0.4990 hartree
1s and noded orbital: kinetic energy of pair 0.7622, of w 0.6348 hartree
1s and noded orbital: E -0.3615, hydrogen energy of w -0.4890 hartree
trial exponents 1 and 0.1: E + 1/2 = 3.4222e-03 hartree
trial exponents 1 and 0.01: E + 1/2 = 4.8049e-05 hartree
lowest eigenvalue of F - eps - 2K: -0.02147 hartree
energy change / theta^2, direct: -0.04294 hartree
UHF, smallest exponent 0.09537 1/bohr: E + 1/2 = 9.090e-04 hartree
   mean radii: inner 1.5053, outer 26.72 bohr
UHF, smallest exponent 0.02328 1/bohr: E + 1/2 = 6.646e-05 hartree
   mean radii: inner 1.5001, outer 120.20 bohr
UHF, smallest exponent 0.00568 1/bohr: E + 1/2 = 4.194e-06 hartree
   mean radii: inner 1.5000, outer 504.87 bohr
lowest level in frozen hydrogen field: 4.194e-06 hartree
symmetrized product exponents: 1.0392, 0.2832 1/bohr
symmetrized product energy: -0.51330 hartree
its cross term C: 0.03340 hartree
its lower bound -1/2 - C: -0.53340 hartree
no test failed
```
